# When a Device at Fixed Current Can Form Filaments: The Critical Width

## 1. The question

Suppose a threshold switch is characterized by forcing a current through it and dividing by its area, and the result is read as the current density of the material. If the current has gathered into a filament, that reading is wrong: the quotient is only an average over regions that carry different current densities, and a curve taken on a wide test structure can't be scaled to a narrow cell. We need to know the width below which the uniform state withstands small disturbances.

The answer is
$$W_c=\pi\sqrt{D/g},$$
where $g$ is the local growth rate of a disturbance at fixed voltage and $D$ is its lateral diffusivity. This is a threshold for spontaneous growth from small disturbances. Whether a large filament, once formed, could survive in a narrower device is a separate question, taken up in section 5.

## 2. Model and assumptions

Let $a(x,t)$ be the local state of the film, for instance its temperature, with $0\le x\le W$. The state is uniform through the thickness and along the other lateral side. It obeys
$$a_t=f(a,V)+D\,a_{xx},\qquad a_x=0\ \text{at}\ x=0,W. \tag{1}$$
Subscripts denote derivatives, and $D>0$ is constant. The edge condition is what "insulated" means: no flux of $a$ leaves sideways. The electrodes are equipotentials, so $V$ doesn't depend on $x$.

The current density is $j(a,V)$, with $j_V>0$. The source fixes the total current, hence the lateral mean
$$\langle j\rangle=\frac1W\int_0^W j(a,V)\,dx=J. \tag{2}$$
The voltage is assumed to adjust at once; section 4 relaxes this. The algebra holds in any consistent units.

Let $(a_0,V_0)$ be a uniform steady state, $f(a_0,V_0)=0$. All derivatives below are taken there, and $g=f_a$.

## 3. The threshold

Write $a=a_0+\eta(x,t)$ and $V=V_0+\delta V(t)$. To first order, (2) requires
$$j_a\langle\eta\rangle+j_V\,\delta V=0\quad\Rightarrow\quad \delta V=-\frac{j_a}{j_V}\langle\eta\rangle .$$
Linearizing (1) gives $\eta_t=g\eta+f_V\,\delta V+D\eta_{xx}$, so
$$\eta_t=g\,\eta+D\,\eta_{xx}-K\langle\eta\rangle,\qquad K=\frac{f_V\,j_a}{j_V}. \tag{3}$$
The source enters through the mean of the disturbance alone.

The functions $\cos(n\pi x/W)$, $n=0,1,2,\dots$, satisfy the edge condition and form a complete set. For $n\ge1$,
$$\frac1W\int_0^W\cos\frac{n\pi x}{W}\,dx=\frac{\sin n\pi}{n\pi}=0,$$
so the last term of (3) vanishes. For $n=0$ the mean equals the disturbance itself. Each cosine therefore evolves independently as $e^{s_nt}$, with
$$s_0=g-K,\qquad s_n=g-D\left(\frac{n\pi}{W}\right)^2\quad(n\ge1). \tag{4}$$

Among the nonuniform modes $s_1$ is the largest. Lateral structure grows exponentially if and only if $s_1>0$:
$$g>\frac{\pi^2D}{W^2}\quad\Longleftrightarrow\quad g>0\ \text{ and }\ W>\pi\sqrt{D/g}. \tag{5}$$
If $g\le0$, no lateral mode grows from a small disturbance at any width; the uniform mode is treated in section 4.

The $n=1$ mode raises $a$ at one edge and lowers it at the other. When $j_a>0$, one half gains the current that the other loses, and the voltage doesn't react. Diffusion erases this imbalance in the time $W^2/(\pi^2D)$. Filamentation starts when that time exceeds the growth time $1/g$.

In a rectangle with sides $W$ and $L$, the modes $\cos(n\pi x/W)\cos(m\pi y/L)$ have rates $g-\pi^2D(n^2/W^2+m^2/L^2)$. The fastest nonuniform one has a single half-wave along the longer side, so the longer side must be compared with $W_c$.

For $W\gg W_c$, every mode with $1\le n<W/W_c$ grows, and $s_1$ approaches $g$. This rests on equipotential electrodes; with resistive ones the longest modes are damped again (section 8). Linear theory doesn't fix the final number of filaments.

## 4. What the current source does and does not stabilize

At fixed voltage $\delta V=0$, and the uniform mode grows at rate $g$ in a device of any width. At fixed current its rate is $g-K$. The sign of this rate can be read from the uniform current-voltage curve.

Along the curve, $f(a_0(V),V)=0$. Differentiation gives $g\,a_0'+f_V=0$, so $a_0'=-f_V/g$ and
$$\frac{dj}{dV}=j_V+j_a a_0'=j_V-\frac{j_af_V}{g}=j_V\left(1-\frac Kg\right). \tag{6}$$
For $g>0$ and $j_V>0$, the uniform mode is stable at fixed current precisely when $dj/dV<0$. A current source thus holds a uniform state of negative differential resistance, provided the device is narrower than $W_c$.

Inverting (6) gives $dV/dj=g/[j_V(g-K)]$. At the voltage maximum where negative resistance begins, $g=0$ (with $K\neq0$), and $W_c$ is infinite. It becomes finite as the state moves onto the negative-resistance branch and $g$ rises from zero.

**Parallel capacitance.** Let a capacitance $c$ per device area lie across the film, so that $c\,V_t=J-\langle j\rangle$. A mode with $n\ge1$ has zero mean and leaves $V$ unchanged, so $s_n$ and $W_c$ stay as they were. For the uniform mode,
$$\frac{d}{dt}\begin{pmatrix}\eta\\ \delta V\end{pmatrix}=\begin{pmatrix}g&f_V\\-j_a/c&-j_V/c\end{pmatrix}\begin{pmatrix}\eta\\ \delta V\end{pmatrix}.$$
Both rates have negative real parts if the trace is negative and the determinant positive. The trace is $g-j_V/c$. The determinant is $(-gj_V+f_Vj_a)/c=(j_V/c)(K-g)$. Stability of the uniform mode therefore needs $K>g$, as before, and for $g>0$ also
$$c<j_V/g. \tag{7}$$
Just above this limit, with $K>g$, the rates are complex with positive real part: the whole device starts to oscillate uniformly.

## 5. A bound for filaments of any size

A stationary filament satisfies $Da_{xx}+f(a,V)=0$ at its own voltage $V$. Differentiate with respect to $x$ and set $w=a_x$:
$$D\,w_{xx}+f_a(a,V)\,w=0,\qquad w(0)=w(W)=0.$$
Multiply by $w$ and integrate. In the first term, integration by parts leaves no edge contribution because $w=0$ there:
$$D\int_0^W w_x^2\,dx=\int_0^W f_a\,w^2\,dx\le g_{\max}\int_0^W w^2\,dx, \tag{8}$$
where $g_{\max}$ is the largest $f_a$ over the values of $a$ in the filament.

Since $w$ vanishes at both edges, expand it as $w=\sum_{n\ge1} b_n\sin(n\pi x/W)$. Then
$$\int_0^W w_x^2\,dx=\frac W2\sum_n\left(\frac{n\pi}{W}\right)^2b_n^2\ \ge\ \frac{\pi^2}{W^2}\int_0^W w^2\,dx .$$
Combining this with (8) gives
$$W\ge\pi\sqrt{D/g_{\max}}. \tag{9}$$
This has the form of the linear result, but $g_{\max}$ may exceed $g$. A large filament below $W_c$ is therefore not excluded in general; below (9) it is.

## 6. Self-heating films

Now let $a$ be the temperature $T$. The film, of thickness $d$, lies between two metal electrodes of thickness $d_m$, and heat leaves through an oxide of thickness $d_o$ below. If film and electrodes share one temperature at each $x$, the energy balance per area is
$$C_sT_t=K_sT_{xx}+d\,F\,j(T,F)-h(T-T_0),\qquad F=V/d. \tag{10}$$
With thermal conductivities $\kappa$ and volume heat capacities $\rho_c$,
$$K_s=\kappa_fd+2\kappa_md_m,\quad h=\frac{\kappa_o}{d_o},\quad C_s=\rho_{c,f}d+2\rho_{c,m}d_m+\tfrac13\rho_{c,o}d_o .$$

The factor $\tfrac13$ comes from slow heating of the oxide. Let $\theta$ be the temperature rise at its top, its base being held cold. To lowest order the profile is $\theta z/d_o$. The correction $\theta_1$ obeys $\kappa_o\theta_1''=\rho_{c,o}\dot\theta z/d_o$ and vanishes at both faces, so $\theta_1=\rho_{c,o}\dot\theta(z^3-d_o^2z)/(6\kappa_od_o)$. The heat flux entering at the top is then $\kappa_o\theta/d_o+\tfrac13\rho_{c,o}d_o\dot\theta$.

Comparing (10) with (1),
$$D=\frac{K_s}{C_s},\qquad g=\frac{dFj_T-h}{C_s},\qquad W_c=\pi\sqrt{\frac{K_s}{dFj_T-h}}. \tag{11}$$
The heat capacity cancels. It sets how fast a filament grows, not the width at which it can.

For conduction take the Poole-Frenkel form
$$j=\sigma_0F\,e^{-B/k_BT},\qquad B=E_a-\beta\sqrt F,\qquad \beta=\sqrt{\frac{e^3}{\pi\varepsilon_0\varepsilon_r}} .$$
Differentiating $\ln j$ gives
$$j_T=\frac{jB}{k_BT^2},\qquad j_F=\frac jF\left(1+\frac{\beta\sqrt F}{2k_BT}\right). \tag{12}$$
In the steady state $dFj=h(T-T_0)$, so
$$dFj_T=h\,\frac{(T-T_0)B}{k_BT^2}. \tag{13}$$
Thus $g>0$ requires $(T-T_0)B>k_BT^2$.

The coupling is $K=d(j+Fj_F)j_T/(j_FC_s)$. Subtracting it from $g$, the terms $dFj_T$ cancel:
$$s_0=g-K=-\frac{h+d\,j\,j_T/j_F}{C_s}<0\quad\text{for }B>0. \tag{14}$$
In this model a current source without capacitance always stabilizes the uniform mode.

## 7. A worked example

The parameters are round values, roughly in the regime of a niobium-dioxide threshold switch:

- Film: 20 nm thick, $\kappa_f=1$ W/(m K), $E_a=0.30$ eV, $\sigma_0=100$ S/cm, $\varepsilon_r=20$.
- Electrodes: 10 nm each, $\kappa_m=40$ W/(m K).
- Oxide: 140 nm, $\kappa_o=1.4$ W/(m K).
- Heat capacities of film, electrode and oxide: 3.0, 2.7 and 1.7 J/(cm³ K).
- Surroundings at 300 K, uniform film at 450 K.

The sheet quantities follow directly:
$$K_s=(1)(20\times10^{-9})+2(40)(10\times10^{-9})=0.82\times10^{-6}\ \text{W/K},$$
$$h=\frac{1.4}{140\times10^{-9}}=10\times10^{6}\ \text{W/(m}^2\text{K)},$$
$$C_s=0.060+0.054+0.079=0.193\ \text{J/(m}^2\text{K)}.$$

The steady state needs 0.711 V, a field of 0.356 MV/cm, and carries 0.211 MA/cm². The field lowers the barrier to $B=0.199$ eV. With $k_BT^2=17.45$ eV K, (13) gives
$$dFj_T=10\times\frac{150\times0.1988}{17.45}=17.1\ \text{MW/(m}^2\text{K)}.$$
Heating thus outruns loss by 7.09 MW/(m² K), and
$$g=\frac{7.09\times10^6}{0.1933}=3.67\times10^7\ \text{s}^{-1},\qquad D=\frac{0.82\times10^{-6}}{0.1933}=4.24\times10^{-6}\ \text{m}^2/\text{s},$$
$$W_c=\pi\sqrt{\frac{0.82\times10^{-6}}{7.09\times10^{6}}}\ \text{m}\approx1070\ \text{nm}=1.07\ \mu\text{m}.$$
The growth time $1/g$ is 27 ns. As a test, (10) with the current constraint was divided into 60 cells, linearized numerically and diagonalized. Its largest rate crosses zero at 1068.3 nm, against 1068.4 nm from (11).

The electrodes supply 98% of $K_s$, and about 90% of the lateral heat once spreading in the oxide (section 8) is counted. With the film's own 0.02 µW/K in place of $K_s$, and the same heating slope and loss, the formula would give only 167 nm. At so short a wavelength the oxide carries more heat sideways than the film does; with that spreading included, the width would be about 330 nm.

At fixed current the uniform mode decays at $2.46g$; at fixed voltage it grows at $g$. The differential resistance times area is $-60\ \Omega\,\mu\text{m}^2$, negative as (6) requires. For a device of width $W_c$ and depth 500 nm, (7) allows a parallel capacitance of up to 100 pF. These rates use the slow-heating factor $\tfrac13$, although the oxide's diffusion time $\rho_{c,o}d_o^2/\kappa_o=24$ ns is comparable to $1/g$. With the full time-dependent oxide response the growth time stays at 27 ns, the uniform mode decays at about $2.3g$, and the capacitance limit is about 105 pF.

**Full nonlinear evolution.** The mean current density is held at the same value for all widths.

- At $0.9W_c$, random temperature noise of 1 K dies out.
- At $1.2W_c$, noise of 0.01 K grows into a filament between 357 K and 562 K. The voltage falls from 0.711 V to 0.676 V. The bound (9) for this filament is 701 nm, well below the actual 1282 nm.
- When the filament is carried to smaller widths, it survives at $1.02W_c$ with a contrast of 68 K and is gone at $0.98W_c$.

The filament followed here thus shows no hysteresis reaching further than about 2% below $W_c$. Its contrast falls from 205 K at $1.2W_c$ to 68 K at $1.02W_c$. This is compatible with a filament born continuously at $W_c$, though two points don't prove it. The outcome depends on the operating point. At 365 K, close to the onset of negative resistance at 357 K, the filament branch bends back, and a stable filament persists down to about $0.97W_c$. The hysteresis grows quickly toward the onset: the filament reaches about $0.83W_c$ at 361 K and $0.66W_c$ at 359 K, where $W_c$ is 3.9 and 5.3 µm. Even at 355 K, where $g<0$, a device 12 µm wide holds a stable filament with a contrast of several hundred kelvin once it has been started by a large disturbance.

## 8. What the model leaves out

Each effect below is sized with the uniform film kept at 450 K. At the threshold the first mode has $q=\pi/W$.

**Temperature differences between layers.** Half the film (10 nm) in series with an interface of 100 MW/(m² K) links the film to each electrode with $G=50$ MW/(m² K). With $A=\kappa_md_mq^2$, the loss per kelvin of film temperature becomes
$$\kappa_fdq^2+\frac{GA}{G+A}+\frac{G(A+h)}{G+A+h}.$$
The uniform film now loses heat through $G$ and $h$ in series, so $hG/(h+G)$ replaces $h$ in (13), and the required power falls. The critical width becomes 1028 nm, 4% lower. The half-thickness link is a crude lumping: with the heat generated evenly through the film the width is 1056 nm, only 1% lower.

**Spreading in the oxide.** A disturbance $\cos qx$ obeys $\theta_{zz}=q^2\theta$ in the oxide, so $\theta\propto\sinh qz$, and the loss $h$ becomes $\kappa_oq\coth(qd_o)$. This gives 1110 nm, 4% higher.

**Electrode resistance.** A resistivity of 25 µΩ cm gives each electrode a sheet resistance $R=25\ \Omega$. Current conservation in the two sheets gives $\delta V=-r\,\delta j$ with $r=2R/q^2$. Inserting $\delta j=j_T\delta T+j_V\delta V$ and solving,
$$\delta V=-\frac{r\,j_T}{1+r\,j_V}\,\delta T .$$
The voltage drops where the film is hot, which weakens the feedback. The result is 1162 nm, 9% higher. Because $r$ grows as $1/q^2$, the first mode is damped again above about 3.15 µm; wider devices are unstable through modes with $n\ge2$. The three effects together give 1147 nm, 7% above the ideal value, with the lumped link, and 1184 nm, 11% above, with the heat generated evenly through the film. These figures ignore the feed current, which must also flow sideways in the same sheets and makes the base state nonuniform. If both electrodes are fed from the same edge, the device at $0.9W_c$ already shows a contrast of about 94 K and a current density varying by a factor of 3.3. Fed from opposite edges, the contrast there is about 2.5 K. The feed current also heats the sheets; with that heat counted, the contrasts become about 117 K (a factor of 4.2 in current density) and 4 K. These values still assume insulated edges. If each feeding lead also draws off heat with $\gamma=2$ W/(m K), as estimated below, the contrast for opposite feeding is about 64 K.

**Leaking edges.** Let each edge lose heat $\gamma\theta$ per unit length, with $\gamma=0.7$ W/(m K), a rough estimate of half the oxide's conductivity. The base state is still taken as uniform, though a real leak would bend it. Measured from the centre, the continuation of the $n=1$ mode is $\sin kx$. At threshold $K_sk^2=dFj_T-h$, so $k=\pi/W_c$. The edge condition $K_sk\cos(kW/2)=-\gamma\sin(kW/2)$ gives
$$W=\frac2k\left[\pi-\arctan\frac{K_sk}{\gamma}\right].$$
For $\gamma\to0$ this returns $W_c$; for perfectly cold edges it tends to $2W_c$. Here $K_sk/\gamma=3.44$, and $W=1261$ nm, 18% above the insulated value. When the bent base state is solved for at the same mean current, the threshold lies near $1.2W_c$, but the state below it is no longer uniform: at $0.9W_c$ the film spans 420 to 451 K and the current density varies by a factor of 1.4. The value 0.7 W/(m K) counts the oxide alone. An electrode that continues past the edge as a lead acts as a fin with $\gamma\approx\sqrt{\kappa_md_mh}=2$ W/(m K). With that leak at both edges no mode grows up to $3W_c$, while at $0.9W_c$ the film spans 389 to 453 K and the current density varies by a factor of 2.3. For such or more strongly cooled edges the uniform base is no guide at all. With $\gamma=100$ W/(m K) no mode grows up to $3W_c$, and the current gathers at the centre smoothly, varying by a factor of about 11 already at $0.9W_c$.

**Beside real devices.** Niobium-dioxide switches have films some tens of nanometres thick, switch at roughly one volt, and are made from well below a micrometre to many micrometres wide. The example's film and voltage lie in that range. Its electrodes are thin. With 40 nm electrodes, and the heating slope and loss unchanged, $K_s$ is 3.22 µW/K and the ideal $W_c$ rises to about 2.1 µm. Real devices also break the assumption of insulated edges, since oxide surrounds the device and metal leads may continue past it. The leak assumed here raises the threshold by about 20% and makes the current uneven below it; with a lead continuing past each edge, or with colder edges, the current is strongly uneven already below $W_c$, and no sharp threshold appears up to $3W_c$. The conduction law and the constant thermal conductivities are further model choices, whose effect has not been sized. The law has no insulator-metal transition, which niobium dioxide undergoes near 1080 K; its negative-resistance branch runs on to about 2300 K, so the model says nothing about states that hot.

As a design rule, a cell whose longer side is below $W_c$ doesn't filament spontaneously at fixed current. This presumes a homogeneous film, weakly leaking edges, which excludes leads of the example's thickness continuing past them, electrodes that are nearly equipotential or symmetrically fed, and a $W_c$ evaluated at the operating point with the smallest value. In the ideal model of the example that value is 887 nm, reached near 650 K, not the 1068 nm found at 450 K. The lumped layer effect alone would lower it to about 840 nm; the first three effects above together raise it to about 1.0 µm, near 550 K. Keeping the uniform mode quiet as well requires $K>g$ and the capacitance limit (7).

The parameters and the main values of the 450 K example are collected in the numerical output below.

## Numbers as computed

```
Film thickness: 20 nm
Thickness of each electrode: 10 nm
Oxide thickness: 140 nm
Thermal conductivity film: 1 W/(m K)
Thermal conductivity electrode: 40 W/(m K)
Thermal conductivity oxide: 1.4 W/(m K)
Heat capacity film: 3 J/(cm3 K)
Heat capacity electrode: 2.7 J/(cm3 K)
Heat capacity oxide: 1.7 J/(cm3 K)
Activation energy: 0.3 eV
Conductivity prefactor: 100 S/cm
Relative permittivity: 20 (no unit)
Ambient temperature: 300 K
Uniform film temperature: 450 K
Sheet thermal conductance K_s: 0.82 uW/K
Heat capacity per area C_s: 0.1933 J/(m2 K)
Heat loss h: 10 MW/(m2 K)
Voltage: 0.711 V
Field: 0.3555 MV/cm
Current density: 0.211 MA/cm2
Barrier lowered by the field: 0.1988 eV
Heating slope d F j_T: 17.09 MW/(m2 K)
Local growth rate g: 0.03667 1/ns
Lateral diffusivity D: 0.04241 cm2/s
Critical width pi sqrt(D/g): 1068.4 nm
Critical width from diagonalization: 1068.3 nm
Uniform-mode rate at fixed current / g: -2.456 (no unit)
Uniform-mode rate at fixed voltage / g: 1 (no unit)
n=1 rate / g at 0.9 W_c: -0.2346 (no unit)
n=1 rate / g at 1.2 W_c, formula: 0.3056 (no unit)
n=1 rate / g at 1.2 W_c, diagonalized: 0.3057 (no unit)
Differential resistance x area: -59.53 ohm um2
Largest capacitance (width W_c, depth 500 nm): 99.61 pF
Final temperature contrast at 0.9 W_c: 3.4e-08 K
Filament hottest point at 1.2 W_c: 562.5 K
Filament coldest point at 1.2 W_c: 357.1 K
Filament voltage at 1.2 W_c: 0.6756 V
Nonlinear lower bound for that filament: 701.3 nm
Smallest tested W/W_c with surviving filament: 1.02 (no unit)
Temperature contrast there: 67.74 K
Nonlinear lower bound there / W_c: 0.8063 (no unit)
First tested W/W_c without filament (0: none): 0.98 (no unit)
Electrode resistivity: 25 uohm cm
Film-electrode interface conductance: 100 MW/(m2 K)
Edge leak per edge length: 0.7 W/(m K)
Critical width with layer temperatures: 1028 nm
Critical width with oxide spreading: 1110 nm
Critical width with electrode resistance: 1162 nm
Critical width with these three together: 1147 nm
Critical width with edge leak alone: 1261 nm
```
